# Why a Coulomb-fitting basis need not serve exchange or MP2

**The argument under comment**

The manuscript wishes to use one auxiliary basis for a whole calculation: Hartree–Fock followed by second-order Møller–Plesset theory (MP2). Its argument has three steps.

(a) Density fitting replaces products of orbitals by combinations of auxiliary functions. For water, a Coulomb-fitting set reproduces the Coulomb energy to 0.16 millihartree out of 46.75 hartree.

(b) The density is a sum of orbital products. A set that fits the density so well must therefore fit the products, and it can be used for exchange and correlation too.

(c) Should some error remain, its cause would be missing angular momentum, since products reach higher angular momentum than the density. Adding auxiliary functions of the next higher $l$ would cure it.

Step (a) is correct. Step (b) does not follow. Step (c) contains a true statement about atoms, but for this molecule it names the wrong remedy. I take the steps in turn, in hartree atomic units, for a closed shell with real orbitals. Indices $i,j$ denote occupied orbitals, $a,b$ virtual ones and $p,q,r,s$ any orbitals. The symbol $(f|g)$ is the Coulomb repulsion of the distributions $f$ and $g$, and $pq$ is the product of two orbitals at one point.

**What the fit guarantees**

Approximate $pq$ by $\widetilde{pq}=\sum_P c_P P$, with auxiliary functions $P$, and call the residual $\delta_{pq}=pq-\widetilde{pq}$. The coefficients minimize its self-repulsion,
$$(\delta_{pq}|\delta_{pq})=(pq|pq)-2\sum_P c_P(P|pq)+\sum_{PQ}c_Pc_Q(P|Q).$$
This is non-negative, because the Coulomb interaction is a positive definite inner product. Setting the derivative with respect to $c_P$ to zero gives
$$\sum_Q (P|Q)\,c_Q=(P|pq),\qquad\text{that is,}\qquad (P|\delta_{pq})=0 .$$
The residual is Coulomb-orthogonal to every auxiliary function. Now split both products in an integral:
$$(pq|rs)=(\widetilde{pq}|\widetilde{rs})+(\widetilde{pq}|\delta_{rs})+(\delta_{pq}|\widetilde{rs})+(\delta_{pq}|\delta_{rs}).$$
The middle terms vanish, since each pairs a residual with a member of the auxiliary space. The first term is the fitted integral, so
$$(pq|rs)-(pq|rs)_{\rm fit}=(\delta_{pq}|\delta_{rs}).\tag{1}$$
Everything below follows from asking which residuals enter which energy. The orbitals and orbital energies are held at their unfitted Hartree–Fock values until I say otherwise, and $\Delta$ means fitted minus unfitted.

**Where step (b) fails**

The density is $\rho=2\sum_i ii$, and the Coulomb energy is $E_J=\tfrac12(\rho|\rho)$. The fit is linear, so the residual of the density is $\delta_\rho=2\sum_i\delta_{ii}$. Equation (1) gives
$$\Delta E_J=-\tfrac12(\delta_\rho|\delta_\rho)=-2\sum_{ij}(\delta_{ii}|\delta_{jj})\le 0.\tag{2}$$
The exchange energy is $E_K=-\sum_{ij}(ij|ij)$, and its minus sign reverses the sign of the error:
$$\Delta E_K=+\sum_{ij}(\delta_{ij}|\delta_{ij})\ge 0.\tag{3}$$

The two expressions differ in two ways. Equation (3) contains the products with $i\ne j$, which are absent from the density. Equation (2), moreover, is the square of a sum, in which the residuals of different orbital densities may cancel, whereas (3) is a sum of squares, in which nothing can cancel. The Coulomb energy tests the auxiliary space on one function; exchange tests it on every product of occupied orbitals.

The implication does run the other way. Write $\|f\|^2=(f|f)$ and let $n$ be the number of occupied orbitals. The triangle and Cauchy–Schwarz inequalities give
$$|\Delta E_J|=2\Big\|\sum_i\delta_{ii}\Big\|^2\le 2\Big(\sum_i\|\delta_{ii}\|\Big)^2\le 2n\sum_i\|\delta_{ii}\|^2\le 2n\,\Delta E_K .$$
The last step adds the non-negative terms with $i\neq j$. A small exchange error therefore limits the Coulomb error, but no such inequality holds in reverse. A counterexample settles this.

Let the auxiliary space consist of a single function, $\rho$ itself. Then
$$(pq|rs)_{\rm fit}=\frac{(pq|\rho)(\rho|rs)}{(\rho|\rho)},$$
and the fitted Coulomb energy is $\tfrac12(\rho|\rho)^2/(\rho|\rho)=\tfrac12(\rho|\rho)$, which is exact. I evaluated the other energies for water with O–H distance 0.96 Å and angle 104.5°, in the def2-TZVP orbital basis (43 functions, five occupied orbitals). The unfitted exchange energy is $-8.948$ hartree. The one-function fit misses it by 3.390 hartree and returns $-8.948+3.390=-5.558$ hartree. A perfect Coulomb energy has coexisted with the loss of more than a third of the exchange energy.

**Correlation asks for other products again**

With canonical orbitals, let $\Delta_{ia}=\varepsilon_a-\varepsilon_i>0$. The opposite-spin part of the MP2 energy is
$$E_{\rm OS}=-\sum_{iajb}\frac{(ia|jb)^2}{\Delta_{ia}+\Delta_{jb}} .$$
It contains occupied–virtual products, which occur neither in (2) nor in (3). The sign of its fitting error can be found by writing $1/x=\int_0^\infty e^{-xt}\,dt$ for $x>0$ and defining the matrix
$$A_{ia,jb}(t)=e^{-\Delta_{ia}t/2}\,(ia|jb)\,e^{-\Delta_{jb}t/2}.$$
The trace of its square is $\sum_{iajb}e^{-(\Delta_{ia}+\Delta_{jb})t}(ia|jb)^2$, because each exponential factor occurs twice. Hence
$$E_{\rm OS}=-\int_0^\infty \mathrm{Tr}\,A(t)^2\,dt .$$
By (1), $A=\tilde A+R$, where $\tilde A$ is built from fitted integrals and $R$ from $(\delta_{ia}|\delta_{jb})$. Both are matrices of inner products, hence positive semidefinite. Then
$$\mathrm{Tr}A^2-\mathrm{Tr}\tilde A^2=2\,\mathrm{Tr}(\tilde A R)+\mathrm{Tr}R^2\ge 0,$$
since $\mathrm{Tr}(\tilde AR)=\mathrm{Tr}(\tilde A^{1/2}R\tilde A^{1/2})$ is the trace of a positive semidefinite matrix. Therefore
$$\Delta E_{\rm OS}=\int_0^\infty\big[2\,\mathrm{Tr}(\tilde AR)+\mathrm{Tr}R^2\big]dt\ \ge 0.\tag{4}$$
Fitting makes the opposite-spin energy too weak, or leaves it unchanged. The proof requires a positive gap.

The same-spin part,
$$E_{\rm SS}=-\sum_{iajb}\frac{(ia|jb)\,[(ia|jb)-(ib|ja)]}{\Delta_{ia}+\Delta_{jb}},$$
contains the exchanged integral with the opposite sign, and the argument does not carry over. Its error indeed takes either sign in the data below. The error of the total MP2 energy can then be small by cancellation, so I quote $\Delta E_{\rm OS}$, which has a fixed sign, with the total beside it; their difference is the same-spin error, which (4) does not bound. In all MP2 energies here the 1s core is left uncorrelated.

The counterexample can be extended by letting orbital products themselves serve as auxiliary functions. The five occupied orbitals of water give $5\cdot6/2=15$ distinct products $ij$. The four correlated orbitals and 38 virtual orbitals give $4\cdot38=152$ products $ia$. The errors, in millihartree, are:

| Space spanned by | $E_J$ | $E_K$ | $E_{\rm OS}$ | MP2 |
|---|---:|---:|---:|---:|
| $\rho$ | 0 | 3390 | 174.2 | 223.4 |
| all $ij$ | 0 | 0 | 40.7 | 0.12 |
| all $ia$ | −11449 | 1215 | 0 | 0 |

The zeros follow from the construction: a product inside the space has no residual. The second row is exact for the whole Hartree–Fock energy at these orbitals, yet it loses 40.7 of the 191.9 millihartree of opposite-spin correlation. The third row is exact for MP2 and useless for the Coulomb energy. Being good for the Hartree–Fock energy is no certificate for MP2, and being good for MP2 is none for the Hartree–Fock energy.

The total MP2 error in the second row deserves a warning. It is 0.12 millihartree because a same-spin error of $0.12-40.68=-40.56$ millihartree almost cancels the opposite-spin one. I have no derivation of so close a cancellation and would not rely on it. Its closeness belongs to this orbital basis: the same total is $-3.5$ millihartree in def2-SVP and $+4.4$ in def2-TZVPP, beside opposite-spin errors of 27.1 and 45.1. A reader shown that total alone would take a poor fit for a good one.

**The manuscript's own case**

I now compare three published auxiliary sets for the same molecule: the Weigend Coulomb-fitting set (J), the def2 set for Coulomb and exchange (JK), and the def2-TZVP set for MP2 (RI). Their contents, counting radial functions for each angular momentum, are:

| Set | O | H | Size |
|---|---|---|---:|
| J | 6s4p3d1f1g | 3s1p1d | 71 |
| JK | 10s8p4d2f1g | 2s2p2d | 113 |
| RI | 8s6p4d3f1g | 4s2p1d | 106 |

The size counts all functions of the molecule, including the $2l+1$ components. The integrals are analytic. The errors, in millihartree relative to the unfitted energies in the same orbital basis, are:

| Set | $E_J$ | $E_K$ | $E_{\rm OS}$ | MP2 |
|---|---:|---:|---:|---:|
| J | −0.157 | 0.956 | 3.451 | 0.805 |
| JK | −0.036 | 0.041 | 0.317 | 0.092 |
| RI | −0.076 | 0.090 | 0.069 | 0.044 |

With the J set, the exchange error is $0.956/0.157\approx6.1$ times the Coulomb error in magnitude, and it amounts to 2.5 kJ/mol. The contrast is larger relative to the energies themselves. The Coulomb energy is wrong by $0.157/46755\approx3\times10^{-6}$, exchange by $0.956/8948\approx1\times10^{-4}$, and opposite-spin correlation by $3.451/191.9\approx2\times10^{-2}$. The total MP2 error, 0.805 millihartree or 2.1 kJ/mol, looks milder because the same-spin part contributes $0.805-3.451=-2.646$ millihartree.

The J set is not the most accurate of the three even for the Coulomb energy. It is the smallest, and its merit is the accuracy it gives for its size.

Both differences between (2) and (3) can be seen in these numbers. Keeping the terms $i=j$ alone in (2) gives $-2\sum_i(\delta_{ii}|\delta_{ii})=-0.696$ millihartree. The full error is $-0.157$, so the cross terms cancel 0.539 millihartree of it. In (3) the same diagonal residuals contribute half of 0.696, or 0.348 millihartree, with nothing to offset them. The products with $i\ne j$ supply the remaining $0.956-0.348=0.608$ millihartree. This division belongs to the canonical orbitals: a rotation among occupied orbitals changes the two parts of (3) but not their sum.

The manuscript might hope that self-consistency repairs the damage. At fixed orbitals the Hartree–Fock error is $-0.157+0.956=0.799$ millihartree. Reoptimizing the orbitals with the fitted integrals gives 0.797. Minimization can lower the fitted energy, but here it recovers only 0.002 millihartree.

**What is right in step (c)**

Step (c) appeals to angular momentum, and for a closed-shell atom the appeal can be made precise. The product of two functions on one centre with angular momenta $l_1$ and $l_2$ contains $l=|l_1-l_2|,\,|l_1-l_2|+2,\ldots,l_1+l_2$. The limits come from the coupling of angular momenta, and the step of two from parity. Auxiliary functions of different $l$ on that centre have no mutual Coulomb repulsion, so each $l$ is fitted separately.

Take a free neon atom in the cc-pVDZ basis, which has s, p and d functions. Three cases arise.

- The density has $l=0$ alone, because a filled p shell is spherical: $\sum_m|Y_{1m}|^2=3/4\pi$.
- The occupied products are ss ($l=0$), sp ($l=1$) and pp ($l=0,2$). Exchange needs $l\le2$.
- The occupied–virtual products add sd ($l=2$) and pd ($l=1,3$). MP2 needs $l\le3$. A value $l=4$ would require dd, but no d orbital is occupied.

To isolate this rule I used a radially dense auxiliary set, with 27 exponents $0.1\times1.7^k$, $k=0,\ldots,26$, for each $l$ up to $l_{\max}$. The errors in millihartree are:

| $l_{\max}$ | $E_J$ | $E_K$ | $E_{\rm OS}$ | MP2 |
|---:|---:|---:|---:|---:|
| 0 | −0.0002 | 2008 | 59.6 | 55.0 |
| 1 | −0.0002 | 517 | 9.2 | −22.6 |
| 2 | −0.0002 | 0.0001 | 2.6 | −13.3 |
| 3 | −0.0002 | 0.0001 | 0.0001 | 0.0001 |

Going on to $l_{\max}=4$ changes nothing at this precision. The s functions suffice for the Coulomb energy and miss 2.0 hartree of exchange. The tiny errors that survive are radial, since every required $l$ is then present. The negative totals at $l_{\max}=1$ and 2 do not contradict (4), which concerns the opposite-spin part. They do show that a small opposite-spin error is no certificate either: at $l_{\max}=2$ it is 2.6 millihartree, while the same-spin error is $-13.3-2.6=-15.9$.

The limits depend on the orbital basis. Virtual f functions would produce pf products and extend the MP2 requirement to $l=4$. The exchange limit would stay at 2, because it is set by the occupied orbitals.

**What is wrong in step (c)**

Water differs from neon in two respects. Its density is not spherical, so the Coulomb energy already needs $l>0$. Products of functions on different atoms, moreover, have no highest $l$ about either nucleus, so the sharp limits disappear. A Coulomb-fitting set for molecules must therefore contain higher angular momenta from the start.

The contents listed above bear this out. All three sets end at g on oxygen and at d on hydrogen. The J set cannot be worse than the others because its highest $l$ is lower, for it is not lower. What it has less of on oxygen is radial functions: 6s4p3d1f against 10s8p4d2f in the JK set and 8s6p4d3f in the RI set.

This suggests a direct comparison of remedies. First, I enriched the J set within the angular momenta it already has. Each added $l$ received primitive Gaussians with exponents $0.15\times2^k$, 15 of them on oxygen and 8 on each hydrogen, where the additions stop at d. Second, I followed the manuscript's prescription and added, with the same exponents, the next higher angular momentum alone: h on oxygen and f on hydrogen. Near-dependent combinations were removed by discarding eigenvalues below $10^{-10}$ of the auxiliary Coulomb matrix scaled to unit diagonal. The errors in millihartree are:

| Added to the J set | $E_K$ | $E_{\rm OS}$ | MP2 |
|---|---:|---:|---:|
| nothing | 0.956 | 3.451 | 0.805 |
| s | 0.490 | 3.223 | 0.620 |
| s, p | 0.097 | 1.912 | −0.389 |
| s, p, d | 0.022 | 0.775 | −0.666 |
| s, p, d, f | 0.009 | 0.162 | −0.107 |
| s, p, d, f, g | 0.003 | 0.008 | 0.001 |
| next higher $l$ alone | 0.815 | 2.586 | 0.750 |

With these exponents the manuscript's remedy removes $(0.956-0.815)/0.956\approx15\%$ of the exchange error and 25% of the opposite-spin error; a denser grid, $0.08\times1.5^k$ with 16 exponents on each atom, raises these shares to 17% and 29%. Additional s and p functions remove 90% of the exchange error, although the J set already had s and p functions. For this molecule the exchange failure is mainly a shortage of radial functions at low $l$.

Correlation is more demanding. After s and p have been enriched, more than half of the opposite-spin error remains, and it takes d, f and g functions to remove it. Angular momentum thus does matter more for MP2 than for exchange, as the atomic rule leads one to expect. Further functions of kinds already present bring the error down to 0.008 millihartree without any new kind. The next higher $l$ is a weaker remedy here, not an idle one: added after s, p, d it lowers the opposite-spin error from 0.775 to 0.296 (f gives 0.162), and added after s, p, d, f it lowers it from 0.162 to 0.090 (g gives 0.008).

Two cautions apply. The additions are cumulative, so the share credited to each $l$ depends on the order. Functions on hydrogen can also represent part of what high-$l$ functions on oxygen would describe, so the division by $l$ is not as clean as in the atom.

The total MP2 error does not fall steadily: it changes sign and passes through $-0.67$ millihartree while the opposite-spin error keeps decreasing. Enlarging the auxiliary space cannot increase (3) or (4). The new fit of $pq$ is the old fit plus a piece $\eta_{pq}$ that lies in the enlarged space and is Coulomb-orthogonal to the old space, and $\delta_{pq}=\delta'_{pq}+\eta_{pq}$ with the new residual $\delta'$ orthogonal to every $\eta$. Hence $(\delta_{ij}|\delta_{ij})=(\delta'_{ij}|\delta'_{ij})+(\eta_{ij}|\eta_{ij})$, which settles (3). For (4), the new fitted matrix is $\tilde A'=\tilde A+S$ with $S$ built from $(\eta_{ia}|\eta_{jb})$ and so positive semidefinite; the argument that led to (4) gives $\mathrm{Tr}\tilde A'^2\ge\mathrm{Tr}\tilde A^2$, so $\mathrm{Tr}A^2-\mathrm{Tr}\tilde A'^2$ cannot exceed $\mathrm{Tr}A^2-\mathrm{Tr}\tilde A^2$. The total carries no such guarantee.

**Would the errors cancel in energy differences?**

This is the best defence left to the manuscript, and it partly succeeds. I straightened the molecule to 180° at the same bond length and took the change of each error from bent to linear, in millihartree:

| Set | $E_J$ | $E_K$ | MP2 |
|---|---:|---:|---:|
| J | 0.107 | −0.105 | −0.415 |
| JK | 0.008 | −0.006 | −0.047 |
| RI | 0.010 | −0.002 | −0.002 |

With the J set, the Coulomb and exchange changes cancel to 0.003 millihartree, so the Hartree–Fock energy difference at fixed orbitals is as good as with the JK set. Equations (2) and (3) fix the signs of the errors at each geometry but say nothing about the size of their changes, so this cancellation is a finding for one pair of structures and not a rule. Stretching both bonds to 1.2 Å at the bent angle changes the two errors in the same direction, and the Hartree–Fock difference is then wrong by $-0.100$ millihartree with the J set, against 0.005 with the JK set. For MP2 the cancellation is partial. The opposite-spin error, not shown in the table, changes by only 0.142 millihartree with the J set (against $-0.003$ with the RI set), so most of its 3.451 millihartree drops out of the difference. The same-spin error changes by $-0.415-0.142=-0.557$ millihartree, and the total MP2 difference is in error by 0.415 millihartree, about 1.1 kJ/mol, against 0.002 with the RI set.

**What the manuscript should claim**

A Coulomb-fitting set is justified where the density alone is fitted. That includes Kohn–Sham calculations with a semilocal functional, whose exchange–correlation energy is integrated on a grid from the density and its derivatives (for a meta-GGA, often also from the orbital kinetic energy density) and needs no fitted products. The justification does not extend to fitting, with the same set, the orbital exchange of Hartree–Fock or a hybrid functional, or the MP2 integrals; in such calculations the set remains justified for the Coulomb term alone.

For those steps I ask the authors to use a set made for the products concerned, and to support the choice with the exchange error and with the opposite-spin and same-spin errors quoted separately, not with the Coulomb error or the MP2 total alone. The sizes found here belong to water in def2-TZVP and should not be carried over to other systems or orbital bases. With the J set, the ratio of exchange to Coulomb error goes from 6.1 to 13.1 in def2-SVP and 5.6 in def2-TZVPP, and the total MP2 error goes from 0.805 to $-0.20$ and $1.20$ millihartree. They measure the fitting alone, and say nothing about the incompleteness of the orbital basis or the limits of MP2. Equations (1) to (4) hold for any closed-shell molecule under the stated conditions.
